# Replacing the omitted q = 0 term in a polar phonon sum: test program

```python
"""Average of 1/q^2 over the grid cell around q=0 and its use in a zone sum.

Result under test: for a cubic cell of side h the average is J/h^2, with
J = 12 * integral_0^(pi/4) ln(1 + sec(phi)^2) dphi; the sphere of equal
volume gives J_s/h^2, J_s = 3*(4*pi/3)^(2/3). A punctured N^3 grid average
of a function behaving as 1/q^2 is too small by c*a^2/(4*pi^2*N), up to
order N^-3, where c exceeds J because the other cells also have errors.

Symbols: a lattice constant, N grid points per direction, h = 2*pi/(N*a),
K = 1/eps_inf - 1/eps_0, D = (2/a^2)*sum_i(1-cos(q_i*a)) periodic q^2,
S = zone average of 1/(a^2*D), E = 2*pi*K*S/a relaxation energy (a.u.).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import i0e

nodes, weights = np.polynomial.legendre.leggauss(20)


def box_integral(center, side):
    """Direct volume integral of 1/x^2 over a cube not containing x=0."""
    x, y, z = [c0 + 0.5 * side * nodes for c0 in center]
    r2 = (x[:, None, None]**2 + y[None, :, None]**2
          + z[None, None, :]**2)
    w3 = np.einsum("i,j,k->ijk", weights, weights, weights)
    return (0.5 * side)**3 * np.sum(w3 / r2)


# Cube and sphere constants
def angular(phi):
    return np.log(1 + 1 / np.cos(phi)**2)


J = 12 * quad(angular, 0, np.pi / 4, epsabs=1e-13, epsrel=1e-13)[0]
simpson_values = [angular(p) for p in (0, np.pi / 8, np.pi / 4)]
J_simpson = 12 * np.pi / 24 * np.dot([1, 4, 1], simpson_values)
# The integral scales with the side, so the unit cube is twice the shell
# left after removing the concentric cube of half the side.
shell = 8 * sum(box_integral([0.125 + 0.25 * i for i in idx], 0.25)
                for idx in itertools.product((0, 1), repeat=3) if any(idx))
J_direct = 2 * shell
assert abs(J - J_direct) < 1e-9
J_s = 3 * (4 * np.pi / 3)**(2 / 3)
radius = (3 / (4 * np.pi))**(1 / 3)
sphere_direct = quad(lambda r: 4 * np.pi * r**2 / r**2, 0, radius)[0]
assert abs(J_s - sphere_direct) < 1e-10
assert J_s > J_direct

# Error of midpoint sampling in a distant cell
for n in ((20, 0, 0), (12, 12, 12)):
    n2 = sum(k * k for k in n)
    difference = box_integral(n, 1.0) - 1 / n2
    # next term of the expansion is smaller by a factor of order 1/n^2
    assert abs(12 * n2**2 * difference - 1) < 0.02


# Full coefficient from cubic partial sums, extrapolated in cube side
def punctured_sum(m):
    k2 = np.arange(-m, m + 1, dtype=float)**2
    n2 = k2[:, None, None] + k2[None, :, None] + k2[None, None, :]
    n2[m, m, m] = np.inf
    return np.sum(1 / n2)


half_widths = (15, 30, 60)
sides = np.array([2 * m + 1 for m in half_widths], dtype=float)
partial = np.array([J * s - punctured_sum(m)
                    for s, m in zip(sides, half_widths)])
matrix = np.column_stack([np.ones(3), 1 / sides, 1 / sides**3])
c = np.linalg.solve(matrix, partial)[0]

# Reference zone average for the periodic model
S_near = quad(lambda s: i0e(s)**3, 0, 1, epsabs=1e-13)[0]
S_far = quad(lambda x: 2 * i0e(x**-2)**3 / x**3, 0, 1, epsabs=1e-13)[0]
S_ref = 0.5 * (S_near + S_far)


def grid_average(n):
    """Average of 1/(a^2 D) on the grid with the q=0 term omitted."""
    t = 2 * (1 - np.cos(2 * np.pi * np.arange(n) / n))
    d = t[:, None, None] + t[None, :, None] + t[None, None, :]
    d[0, 0, 0] = np.inf
    return np.sum(1 / d) / n**3


grids = (4, 8, 16, 32)
S_grid = {n: grid_average(n) for n in grids}


def added(coefficient, n):
    return coefficient / (4 * np.pi**2 * n)


measured_c = 4 * np.pi**2 * 32 * (S_ref - S_grid[32])
assert abs(measured_c - c) < 0.01   # remaining term falls as 1/N^2
rest = {n: S_ref - S_grid[n] - added(c, n) for n in grids}
ratio_full = rest[16] / rest[32]
assert abs(ratio_full - 8) < 0.5
cube_rest = {n: S_ref - S_grid[n] - added(J, n) for n in grids}
ratio_cube = cube_rest[16] / cube_rest[32]
assert abs(ratio_cube - 2) < 0.05

# Electrostatic prefactor: Gaussian charge, mode sum against real space
width, K_test = 1.3, 0.2
mode_energy = quad(lambda q: 4 * np.pi * q**2 / (2 * np.pi)**3
                   * 2 * np.pi * K_test / q**2
                   * np.exp(-(q * width)**2), 0, np.inf)[0]
space_energy = 0.5 * K_test * quad(
    lambda r: 4 * np.pi * r * np.exp(-r**2 / (4 * width**2))
    / (4 * np.pi * width**2)**1.5, 0, np.inf)[0]
assert abs(mode_energy - space_energy) < 1e-8

# One displaced oscillator: lowering g^2/omega
omega, g = 1.0, 0.7
size = 40
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
H = omega * np.diag(np.arange(size)) + g * (lower + lower.T)
assert abs(np.linalg.eigvalsh(H)[0] + g**2 / omega) < 1e-9

# Worked example
a, eps_inf, eps_0, N = 4.0, 4.0, 20.0, 8
K = 1 / eps_inf - 1 / eps_0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
prefactor = 2 * np.pi * K * coulomb / a
h = 2 * np.pi / (N * a)
hartree = const.physical_constants["Hartree energy in eV"][0]
E_ref = prefactor * S_ref
E_omit = prefactor * S_grid[N]
gap = E_ref - E_omit

print(f"integrand at 0, pi/8, pi/4: "
      + ", ".join(f"{v:.5f}" for v in simpson_values))
print(f"J by three-point Simpson rule: {J_simpson:.4f}")
print(f"J cube, single integral: {J:.6f}")
print(f"J cube, direct volume quadrature: {J_direct:.6f}")
print(f"J_s equal-volume sphere: {J_s:.6f}")
print(f"sphere above cube: {100 * (J_s / J - 1):.2f} %")
print(f"c full coefficient: {c:.6f}")
print(f"c - J from all other cells: {c - J:.6f}")
print(f"c measured on N=32 periodic grid: {measured_c:.5f}")
print(f"J/c: {J / c:.4f}   J_s/c: {J_s / c:.4f}")
print(f"a: {a:.1f} angstrom, eps_inf: {eps_inf:.0f}, eps_0: {eps_0:.0f}")
print(f"K: {K:.3f}   N: {N}")
print(f"e^2/(4 pi epsilon_0): {coulomb:.5f} eV angstrom")
print(f"energy prefactor 2 pi K e^2/a: {prefactor:.5f} eV")
print(f"cell side h: {h:.5f} 1/angstrom")
print(f"equal-volume sphere radius: {h * radius:.5f} 1/angstrom")
print(f"cube average of 1/q^2: {J / h**2:.3f} angstrom^2")
print(f"sphere average of 1/q^2: {J_s / h**2:.3f} angstrom^2")
print(f"S reference: {S_ref:.7f}   S omitted, N=8: {S_grid[N]:.7f}")
print(f"E reference: {E_ref:.5f} eV = {E_ref / hartree:.6f} hartree")
print(f"E omitted, N=8: {E_omit:.5f} eV")
print(f"omission error, N=8: {gap:.5f} eV, {100 * gap / E_ref:.2f} %")
for name, value in (("cube", J), ("sphere", J_s), ("full c", c)):
    term = prefactor * added(value, N)
    print(f"{name}: added {term:.5f} eV, E {E_omit + term:.5f} eV, "
          f"error removed {100 * term / gap:.2f} %")
print("reference minus grid energy in eV: N, omitted, cube, sphere, c")
for n in grids:
    errors = [prefactor * (S_ref - S_grid[n] - added(v, n))
              for v in (0, J, J_s, c)]
    print(f"N={n:2d}: " + ", ".join(f"{e:.6f}" for e in errors))
print(f"error ratio N=16 to N=32, cube: {ratio_cube:.3f}")
print(f"error ratio N=16 to N=32, full c: {ratio_full:.3f}")
print("verified")
```

Running it gives:

```
integrand at 0, pi/8, pi/4: 0.69315, 0.77545, 1.09861
J by three-point Simpson rule: 7.6868
J cube, single integral: 7.674124
J cube, direct volume quadrature: 7.674124
J_s equal-volume sphere: 7.795554
sphere above cube: 1.58 %
c full coefficient: 8.913633
c - J from all other cells: 1.239509
c measured on N=32 periodic grid: 8.91196
J/c: 0.8609   J_s/c: 0.8746
a: 4.0 angstrom, eps_inf: 4, eps_0: 20
K: 0.200   N: 8
e^2/(4 pi epsilon_0): 14.39965 eV angstrom
energy prefactor 2 pi K e^2/a: 4.52378 eV
cell side h: 0.19635 1/angstrom
equal-volume sphere radius: 0.12181 1/angstrom
cube average of 1/q^2: 199.053 angstrom^2
sphere average of 1/q^2: 202.203 angstrom^2
S reference: 0.2527310   S omitted, N=8: 0.2246056
E reference: 1.14330 eV = 0.042016 hartree
E omitted, N=8: 1.01607 eV
omission error, N=8: 0.12723 eV, 11.13 %
cube: added 0.10992 eV, E 1.12599 eV, error removed 86.39 %
sphere: added 0.11166 eV, E 1.12773 eV, error removed 87.76 %
full c: added 0.12768 eV, E 1.14374 eV, error removed 100.35 %
reference minus grid energy in eV: N, omitted, cube, sphere, c
N= 4: 0.249735, 0.029893, 0.026415, -0.005615
N= 8: 0.127233, 0.017312, 0.015573, -0.000442
N=16: 0.063788, 0.008828, 0.007958, -0.000049
N=32: 0.031913, 0.004433, 0.003998, -0.000006
error ratio N=16 to N=32, cube: 1.992
error ratio N=16 to N=32, full c: 8.226
verified
```
